**Mott scattering amplitudes and the Sherman function of screened gold**

The program obtains the direct amplitude $f$ and the spin-flip amplitude $g$ from Dirac phase shifts for $j=l\pm1/2$, and evaluates $S=2\,\mathrm{Im}(f^*g)/(|f|^2+|g|^2)$ with the scattering normal along $\mathbf k\times\mathbf k'$. It asserts that the amplitude matrix agrees with one built by diagonalizing $\boldsymbol\sigma\cdot\mathbf L$, and that density matrices give the stated azimuthal asymmetry and outgoing polarization. For weak potentials it asserts agreement with Born amplitudes from Dirac plane-wave spinors, within an allowance for second-order scattering, and an approximately linear growth of $S$ with nuclear charge. For gold it compares selected phases with an adaptive integration, and asserts the optical theorem and stability against shortening the partial-wave sum. It also asserts that $|S|$ stays below $10^{-3}$ at the sampled angles when the speed of light is multiplied by 100 at fixed kinetic energy. At 100 keV the Molière potential gives $S=-0.397$ at $120^\circ$, and a most negative value of $-0.399$ at $123.5^\circ$ on the half-degree grid. Halving the screening length changes the value at $120^\circ$ to $-0.388$.

## Verification by program

```python
"""
Mott scattering by a central potential, from Dirac phase shifts.
Result under test: A = f - i g sigma.n, n = k x k' / |k x k'|, where
 f = sum_l [(l+1)(exp(2i dp)-1) + l(exp(2i dm)-1)] P_l / (2ik)
 g = sum_l [exp(2i dm)-exp(2i dp)] sin(theta) P_l' / (2ik)
 S = 2 Im(conj(f) g) / (|f|^2+|g|^2)   (Sherman function).
dp, dm: phase shifts for j=l+1/2 and j=l-1/2; k: wave number.
W: kinetic energy; c: speed of light; Z: nuclear charge; a: screening length.
Hartree atomic units are used internally. The potential is
V(r) = -(Z/r) sum_i weight_i exp(-rate_i r/a), the Moliere form.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.special import lpmv, spherical_jn, spherical_yn

WEIGHT = np.array([0.10, 0.55, 0.35])
RATE = np.array([6.0, 1.2, 0.3])
C_LIGHT = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def wave_number(W, c):
    return math.sqrt(W * (W + 2*c*c)) / c


def r_times_V(r, Z, a):
    return -Z * float(np.dot(WEIGHT, np.exp(-RATE*r/a)))


def regular_start(kappa, Z, c):
    gamma = np.sqrt(kappa**2 - (Z/c)**2)
    # Each branch avoids subtracting nearly equal numbers.
    P = np.where(kappa < 0, 1.0, (Z/c)/(np.abs(kappa) + gamma))
    Q = np.where(kappa < 0, -(Z/c)/(np.abs(kappa) + gamma), 1.0)
    return P, Q


def match_phase(P, Q, kappa, r, W, c):
    x = wave_number(W, c) * r
    l = np.where(kappa > 0, kappa, -kappa - 1).astype(int)
    lbar = np.where(kappa > 0, kappa - 1, -kappa).astype(int)
    ratio = np.sign(kappa) * wave_number(W, c)*c/(W + 2*c*c)
    j_up, n_up = spherical_jn(l, x), spherical_yn(l, x)
    j_low = ratio * spherical_jn(lbar, x)
    n_low = ratio * spherical_yn(lbar, x)
    return np.arctan((P*j_low - Q*j_up) / (P*n_low - Q*n_up))


def phase_shifts(Z, a, W, c, lmax, rmatch, step=0.1):
    """Fourth-order Magnus propagation in ln(r), for all kappa together."""
    kappa = np.concatenate((-np.arange(1, lmax+2),
                            np.arange(1, lmax+1))).astype(float)
    k = wave_number(W, c)
    P, Q = regular_start(kappa, Z, c)
    x, end, count = math.log(1e-5/k), math.log(rmatch), 0
    node = math.sqrt(3)/6
    while x < end - 1e-13:
        h = min(0.03, step/(k*math.exp(x)), end - x)
        r1 = math.exp(x + (0.5-node)*h)
        r2 = math.exp(x + (0.5+node)*h)
        v1, v2 = r_times_V(r1, Z, a), r_times_V(r2, Z, a)
        up1, up2 = (r1*(W+2*c*c)-v1)/c, (r2*(W+2*c*c)-v2)/c
        lo1, lo2 = (r1*W-v1)/c, (r2*W-v2)/c
        comm = math.sqrt(3)*h*h/12
        m11 = -h*kappa - comm*(up2*lo1 - up1*lo2)
        m12 = h*(up1+up2)/2 - 2*comm*kappa*(up1-up2)
        m21 = -h*(lo1+lo2)/2 - 2*comm*kappa*(lo1-lo2)
        square = m11*m11 + m12*m21
        root = np.sqrt(np.abs(square)) + 1e-150
        even = np.where(square > 0, np.cosh(root), np.cos(root))
        odd = np.where(square > 0, np.sinh(root), np.sin(root))/root
        P, Q = (even*P + odd*(m11*P + m12*Q),
                even*Q + odd*(m21*P - m11*Q))
        count += 1
        if count % 5 == 0:
            size = np.maximum(np.abs(P), np.abs(Q))
            P, Q = P/size, Q/size
        x += h
    delta = match_phase(P, Q, kappa, rmatch, W, c)
    dp = delta[:lmax+1]
    dm = np.concatenate(([0.0], delta[lmax+1:]))
    return dp, dm


def amplitudes(dp, dm, k, cosine):
    x = np.asarray(cosine, dtype=float)
    sine = np.sqrt(np.maximum(0, 1-x*x))
    f, g = np.zeros(x.shape, complex), np.zeros(x.shape, complex)
    previous, legendre = np.zeros_like(x), np.ones_like(x)
    slope = np.zeros_like(x)
    ep, em = np.exp(2j*dp), np.exp(2j*dm)
    for l in range(len(dp)):
        f += ((l+1)*(ep[l]-1) + l*(em[l]-1))*legendre
        g += (em[l]-ep[l])*sine*slope
        following = ((2*l+1)*x*legendre - l*previous)/(l+1)
        slope = x*slope + (l+1)*legendre
        previous, legendre = legendre, following
    return f/(2j*k), g/(2j*k)


def sherman(f, g):
    return 2*np.imag(np.conj(f)*g)/(np.abs(f)**2 + np.abs(g)**2)


# Angular algebra: diagonalize sigma.L instead of using its projectors.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], complex)
rng = np.random.default_rng(4)
test_dp, test_dm = rng.uniform(-1, 1, 4), rng.uniform(-1, 1, 4)
theta, phi, test_k = 1.2, 0.7, 1.3


def harmonic(l, m):
    n = abs(m)
    norm = math.sqrt((2*l+1)/(4*math.pi)
                     * math.factorial(l-n)/math.factorial(l+n))
    value = norm*lpmv(n, l, math.cos(theta))*np.exp(1j*n*phi)
    return value if m >= 0 else (-1)**n*np.conj(value)


matrix = np.zeros((2, 2), complex)
for l in range(4):
    m = np.arange(l, -l-1, -1)
    raising = np.zeros((2*l+1, 2*l+1))
    for i in range(1, 2*l+1):
        raising[i-1, i] = math.sqrt(l*(l+1)-m[i]*(m[i]+1))
    Lx, Ly = (raising+raising.T)/2, (raising-raising.T)/(2j)
    spin_orbit = sum(np.kron(L, s) for L, s in
                     zip((Lx, Ly, np.diag(m)), pauli))
    values, vectors = np.linalg.eigh(spin_orbit)
    phases = np.where(values > -0.5, test_dp[l], test_dm[l])
    change = (vectors*(np.exp(2j*phases)-1)) @ vectors.conj().T
    change = change.reshape(2*l+1, 2, 2*l+1, 2)[:, :, l, :]
    Y = np.array([harmonic(l, int(q)) for q in m])
    forward = math.sqrt((2*l+1)/(4*math.pi))
    matrix += 4*math.pi/(2j*test_k)*forward*np.einsum("m,mab->ab", Y, change)
f, g = amplitudes(test_dp, test_dm, test_k, math.cos(theta))
normal = np.array([-math.sin(phi), math.cos(phi), 0])
sigma_n = np.einsum("i,iab->ab", normal, pauli)
angular_error = np.max(np.abs(matrix-(f*np.eye(2)-1j*g*sigma_n)))
assert angular_error < 1e-11
polarization = np.array([0.2, 0.5, -0.3])
rho = (np.eye(2)+np.einsum("i,iab->ab", polarization, pauli))/2
intensity = np.trace(matrix @ rho @ matrix.conj().T).real
predicted = (abs(f)**2+abs(g)**2)*(1+sherman(f, g)*(polarization @ normal))
assert abs(intensity-predicted) < 1e-11
outgoing = matrix @ matrix.conj().T
spin_out = np.array([np.trace(outgoing @ s).real for s in pauli])
spin_out /= np.trace(outgoing).real
assert np.allclose(spin_out, sherman(f, g)*normal, atol=1e-11)

# Weak, short-range potential at W=c^2: free and first-Born limits.
c = C_LIGHT
weak_W = c*c
weak_k = wave_number(weak_W, c)
weak_a, weak_r = 1.5/weak_k, 120/weak_k
free_dp, free_dm = phase_shifts(0, weak_a, weak_W, c, 95, weak_r)
free_error = max(np.max(np.abs(free_dp)), np.max(np.abs(free_dm)))
assert free_error < 2e-6
angles = np.radians(np.arange(30, 151, 20))
weak = []
for charge in (0.25, 0.50):
    dp, dm = phase_shifts(charge, weak_a, weak_W, c, 95, weak_r)
    weak.append(amplitudes(dp, dm, weak_k, np.cos(angles)))


def plane_spinors(direction):
    s = np.einsum("i,iab->ab", direction, pauli)
    lower = weak_k*c/(weak_W+2*c*c)*s
    norm = math.sqrt((weak_W+2*c*c)/(2*(weak_W+c*c)))
    return norm*np.vstack((np.eye(2), lower))


born_f, born_g = [], []
for angle in angles:
    q = 2*weak_k*math.sin(angle/2)
    V_q = -4*math.pi*0.25*np.sum(WEIGHT/(q*q+(RATE/weak_a)**2))
    end_spin = plane_spinors(np.array([math.sin(angle), 0, math.cos(angle)]))
    start_spin = plane_spinors(np.array([0., 0., 1.]))
    born = -(weak_W+c*c)/(2*math.pi*c*c)*V_q*(end_spin.conj().T @ start_spin)
    born_f.append(born[0, 0])
    born_g.append(born[1, 0])
born_f, born_g = np.array(born_f), np.array(born_g)
q = 2*weak_k*np.sin(angles/2)
D = np.sum(WEIGHT/(q[:, None]**2+(RATE/weak_a)**2), axis=1)
rho2 = weak_W/(weak_W+2*c*c)
factor = 0.25*D*(weak_W+2*c*c)/c**2
assert np.allclose(born_f, factor*(1+rho2*np.cos(angles)), rtol=1e-11, atol=0)
assert np.allclose(born_g, factor*rho2*np.sin(angles), rtol=1e-11, atol=0)
born_error = max(np.max(np.abs(weak[0][0]/born_f-1)),
                 np.max(np.abs(weak[0][1]/born_g-1)))
# The allowance covers the omitted second-order scattering.
assert born_error < 0.025
S1, S2 = sherman(*weak[0]), sherman(*weak[1])
linear_error = np.max(np.abs(S2-2*S1))/np.max(np.abs(S2))
assert linear_error < 0.05

# Gold at 100 keV.
Z, energy_keV = 79, 100.0
W = energy_keV*1000/HARTREE_EV
a = (9*math.pi**2/(128*Z))**(1/3)
k, lmax, rmatch = wave_number(W, c), 950, 15.0
dp, dm = phase_shifts(Z, a, W, c, lmax, rmatch)
ode_error = 0.0
for kappa in (-1, 1, -2, 2, 10):
    P0, Q0 = regular_start(np.array(float(kappa)), Z, c)

    def radial(x, y):
        r = math.exp(x)
        v = r_times_V(r, Z, a)
        return [-kappa*y[0]+(r*(W+2*c*c)-v)*y[1]/c,
                kappa*y[1]-(r*W-v)*y[0]/c]
    solution = solve_ivp(radial, (math.log(1e-6/k), math.log(rmatch)),
                         [float(P0), float(Q0)], method="DOP853",
                         rtol=1e-10, atol=1e-13)
    assert solution.success
    check = match_phase(*solution.y[:, -1], np.array(kappa), rmatch, W, c)
    used = dp[-kappa-1] if kappa < 0 else dm[kappa]
    ode_error = max(ode_error, abs(np.exp(2j*check)-np.exp(2j*used)))
assert ode_error < 1e-5
nodes, weights = np.polynomial.legendre.leggauss(lmax+2)
f, g = amplitudes(dp, dm, k, nodes)
total = 2*math.pi*np.sum(weights*(np.abs(f)**2+np.abs(g)**2))
forward_f, _ = amplitudes(dp, dm, k, np.array([1.0]))
optical = 4*math.pi/k*forward_f[0].imag
optical_error = abs(total/optical-1)
assert optical_error < 1e-8
degrees = np.arange(30, 151, 15)
f, g = amplitudes(dp, dm, k, np.cos(np.radians(degrees)))
S = sherman(f, g)
short = amplitudes(dp[:751], dm[:751], k, np.cos(np.radians(degrees)))
cut_error = np.max(np.abs(sherman(*short)-S))
assert cut_error < 1e-3
big_c = 100*c
slow = phase_shifts(Z, a, W, big_c, lmax, rmatch, step=0.2)
slow_S = sherman(*amplitudes(*slow, wave_number(W, big_c),
                             np.cos(np.radians(degrees))))
assert np.max(np.abs(slow_S)) < 1e-3 < np.max(np.abs(S))
half = phase_shifts(Z, a/2, W, c, 500, rmatch/2)
half_S = sherman(*amplitudes(*half, k, np.cos(np.radians(degrees))))
fine = np.arange(20, 175.1, 0.5)
fine_S = sherman(*amplitudes(dp, dm, k, np.cos(np.radians(fine))))
lowest = int(np.argmin(fine_S))

print(f"Nuclear charge Z = {Z} (dimensionless)")
print(f"Kinetic energy = {energy_keV:.1f} keV")
print(f"Speed of light = {c:.6f} atomic units")
print(f"Wave number k = {k:.5f} 1/bohr")
print(f"Screening length a = {a:.6f} bohr")
print("Moliere weights =", WEIGHT, "(dimensionless)")
print("Moliere rates =", RATE, "(dimensionless)")
print(f"Matching radius = {rmatch:.1f} bohr; largest l = {lmax}")
print("Phase shifts modulo pi, in rad: l, j=l+1/2, j=l-1/2")
print(f"  0  {dp[0]: .5f}  none")
for l in (1, 2, 3, 10, 30):
    print(f"  {l}  {dp[l]: .5f}  {dm[l]: .5f}")
print("Angle/deg, cross section/(bohr^2/sr), S, S at half a")
for i, degree in enumerate(degrees):
    section = abs(f[i])**2+abs(g[i])**2
    print(f"  {degree:3d}  {section:.5e}  {S[i]: .5f}  {half_S[i]: .5f}")
i = int(np.where(degrees == 120)[0][0])
print(f"f(120 deg) = {f[i].real:.6e} {f[i].imag:+.6e}i bohr")
print(f"g(120 deg) = {g[i].real:.6e} {g[i].imag:+.6e}i bohr")
print(f"|f|^2 at 120 deg = {abs(f[i])**2:.5e} bohr^2/sr")
print(f"|g|^2 at 120 deg = {abs(g[i])**2:.5e} bohr^2/sr")
print(f"2 Im(f* g) at 120 deg = {2*(np.conj(f[i])*g[i]).imag:.5e} bohr^2/sr")
print(f"Most negative S, 20-175 deg = {fine_S[lowest]:.5f} (dimensionless)")
print(f"Angle of most negative S = {fine[lowest]:.1f} deg (0.5 deg grid)")
beam = 0.30
asymmetry = beam*S[i]
print(f"Beam polarization, up = {beam:.2f} (dimensionless)")
print(f"Left-right asymmetry at 120 deg = {asymmetry:.5f} (dimensionless)")
print(f"Left/right count ratio = {(1+asymmetry)/(1-asymmetry):.5f}")
print(f"Elastic total cross section = {total:.6f} bohr^2")
print(f"Optical-theorem relative error = {optical_error:.1e}")
print(f"Angular-matrix error = {angular_error:.1e} bohr")
print(f"Free phase error = {free_error:.1e} rad")
print(f"Gold exp(2i delta) difference = {ode_error:.1e} (dimensionless)")
print(f"Born relative difference, Z=0.25, W=c^2 = {born_error:.2e}")
print(f"Linear-in-Z relative difference of S = {linear_error:.2e}")
print(f"S change when sum stops at l=750 = {cut_error:.1e}")
print(f"Largest |S| with c multiplied by 100 = {np.max(np.abs(slow_S)):.2e}")
print("done: every assertion held")
```

Printed output:

```
Nuclear charge Z = 79 (dimensionless)
Kinetic energy = 100.0 keV
Speed of light = 137.035999 atomic units
Wave number k = 89.82778 1/bohr
Screening length a = 0.206333 bohr
Moliere weights = [0.1  0.55 0.35] (dimensionless)
Moliere rates = [6.  1.2 0.3] (dimensionless)
Matching radius = 15.0 bohr; largest l = 950
Phase shifts modulo pi, in rad: l, j=l+1/2, j=l-1/2
  0   1.00725  none
  1  -0.08988   0.25539
  2  -0.63773  -0.51590
  3  -0.99172  -0.92212
  10   1.11604   1.12998
  30   0.41349   0.41608
Angle/deg, cross section/(bohr^2/sr), S, S at half a
   30  6.35957e-03   0.02122   0.02295
   45  1.65903e-03   0.01244   0.01187
   60  6.91859e-04  -0.05005  -0.05280
   75  3.67633e-04  -0.15177  -0.15517
   90  2.26135e-04  -0.26310  -0.26466
  105  1.54464e-04  -0.35354  -0.35053
  120  1.14950e-04  -0.39725  -0.38832
  135  9.22482e-05  -0.37853  -0.36517
  150  7.92753e-05  -0.29589  -0.28237
f(120 deg) = 6.737150e-04 +1.031057e-02i bohr
g(120 deg) = 2.323543e-03 +1.670126e-03i bohr
|f|^2 at 120 deg = 1.06762e-04 bohr^2/sr
|g|^2 at 120 deg = 8.18817e-06 bohr^2/sr
2 Im(f* g) at 120 deg = -4.56637e-05 bohr^2/sr
Most negative S, 20-175 deg = -0.39877 (dimensionless)
Angle of most negative S = 123.5 deg (0.5 deg grid)
Beam polarization, up = 0.30 (dimensionless)
Left-right asymmetry at 120 deg = -0.11917 (dimensionless)
Left/right count ratio = 0.78703
Elastic total cross section = 1.027805 bohr^2
Optical-theorem relative error = 2.5e-10
Angular-matrix error = 5.6e-16 bohr
Free phase error = 2.9e-07 rad
Gold exp(2i delta) difference = 1.8e-07 (dimensionless)
Born relative difference, Z=0.25, W=c^2 = 5.30e-03
Linear-in-Z relative difference of S = 2.76e-03
S change when sum stops at l=750 = 6.9e-06
Largest |S| with c multiplied by 100 = 4.12e-05
done: every assertion held
```
